# Electron capacity of the hcp Jones zone and its overflow, part 1

(Sections cited here and not found follow in the second part.)

## The zone and its capacity

**Q:** You say that an hcp crystal has a natural region of k-space larger than its first Brillouin zone. Why should I accept any region other than the Brillouin zone?

**A:** The Brillouin zone is built from the lattice alone. It knows nothing of where the atoms sit in the cell, so some of its faces may be planes at which a weak potential opens no gap. The Jones zone keeps the planes that do open one.

Let me fix the crystal. The primitive vectors are

$$\mathbf a_1=a(1,0,0),\quad \mathbf a_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2},0\right),\quad \mathbf a_3=c(0,0,1),$$

and identical atoms sit at $0$ and at $\mathbf d=\frac13\mathbf a_1+\frac23\mathbf a_2+\frac12\mathbf a_3$. The cell volume is $\Omega=\frac{\sqrt3}{2}a^2c$. The conditions $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ give

$$\mathbf b_1=\frac{2\pi}{a}\left(1,\tfrac{1}{\sqrt3},0\right),\quad \mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac{2}{\sqrt3},0\right),\quad \mathbf b_3=\frac{2\pi}{c}(0,0,1).$$

Two lengths carry the whole geometry:

$$g=|\mathbf b_1|=|\mathbf b_2|=\frac{4\pi}{\sqrt3\,a},\qquad h=|\mathbf b_3|=\frac{2\pi}{c}.$$

Since $\mathbf b_1\cdot\mathbf b_2=8\pi^2/(3a^2)=g^2/2$, the angle between $\mathbf b_1$ and $\mathbf b_2$ is 60°. I write $(n_1n_2n_3)$ for $\mathbf G=n_1\mathbf b_1+n_2\mathbf b_2+n_3\mathbf b_3$, and braces for all vectors related to it by symmetry.

**Q:** Which planes open a gap? I want a calculation, not a list of X-ray reflections.

**A:** Take independent electrons in a weak local potential that is a sum of identical spherical atomic terms $v(|\mathbf r|)$, one per atom. Its Fourier coefficient is

$$V_{\mathbf G}=\frac1\Omega\int v(|\mathbf r|)\,e^{-i\mathbf G\cdot\mathbf r}d^3r\,\left(1+e^{-i\mathbf G\cdot\mathbf d}\right)=S_{\mathbf G}\,u(G),$$

where

$$S_{\mathbf G}=\tfrac12\left(1+e^{-i\mathbf G\cdot\mathbf d}\right),\qquad u(G)=\frac2\Omega\int v(|\mathbf r|)\,e^{-i\mathbf G\cdot\mathbf r}d^3r .$$

The form factor $u$ is an energy and depends only on the length of $\mathbf G$. The structure factor $S$ holds the positions.

The potential couples the plane waves $\mathbf k$ and $\mathbf k-\mathbf G$. If no third wave is close in energy, the leading-order levels follow from

$$(\varepsilon_{\mathbf k}-E)(\varepsilon_{\mathbf k-\mathbf G}-E)=|V_{\mathbf G}|^2,\qquad \varepsilon_{\mathbf k}=\frac{\hbar^2k^2}{2m}.$$

The mean potential is taken as the zero of energy. The two free energies agree when $k^2=|\mathbf k-\mathbf G|^2$, which is the Bragg plane $\mathbf k\cdot\mathbf G=G^2/2$. There $E=\varepsilon_{\mathbf k}\pm|V_{\mathbf G}|$, so the gap is $2|S_{\mathbf G}||u(G)|$.

**Q:** And the values of $S$?

**A:** The phase is $\mathbf G\cdot\mathbf d=2\pi\left(\frac{n_1+2n_2}{3}+\frac{n_3}{2}\right)$. Because $|1+e^{-i\alpha}|=2|\cos(\alpha/2)|$,

$$|S_{\mathbf G}|^2=\cos^2\left[\frac{\pi(n_1+2n_2)}{3}+\frac{\pi n_3}{2}\right].$$

There are four cases:

- If $n_1+2n_2$ is a multiple of 3 and $n_3$ is even, $|S|=1$. This includes (002).
- If $n_1+2n_2$ is a multiple of 3 and $n_3$ is odd, $S=0$. This includes (001).
- If $n_1+2n_2$ is not a multiple of 3 and $n_3$ is even, $|S|=\frac12$. This includes {100}.
- If $n_1+2n_2$ is not a multiple of 3 and $n_3$ is odd, $|S|=\frac{\sqrt3}{2}$. This includes {101}.

I call $\mathbf G$ allowed when $S_{\mathbf G}\ne0$. The Jones zone used here is the set of $\mathbf k$ with $\mathbf k\cdot\mathbf G\le G^2/2$ for every allowed nonzero $\mathbf G$: the points at least as close to the origin as to any allowed $\mathbf G$.

**Q:** First order is a thin basis for throwing away a face. A vanishing $V_{001}$ does not stop the potential from coupling $\mathbf k$ to $\mathbf k-\mathbf b_3$ through some third plane wave.

**A:** That objection would be decisive for a general forbidden reflection. For the (001) face, symmetry forbids the gap at any strength of this potential, as long as spin-orbit coupling is absent.

Put the origin on the vertical axis that passes midway, in projection, between the two atoms of the cell. A half turn about this axis followed by a shift $c/2$ along it carries each atom onto another atom. Combine this screw operation with complex conjugation:

$$(\Theta\psi)(x,y,z)=\psi^*(-x,-y,z-c/2).$$

The Hamiltonian is real and has the screw symmetry, so $\Theta\psi$ has the same energy as $\psi$. Conjugation reverses $\mathbf k$, and the half turn then restores $k_x$ and $k_y$. The result has wave vector $(k_x,k_y,-k_z)$. On the face $k_z=h/2=\pi/c$, this differs from $\mathbf k$ by $\mathbf b_3$, so it is the same Bloch wave vector.

Applying $\Theta$ twice gives

$$(\Theta^2\psi)(x,y,z)=\psi(x,y,z-c)=e^{-ik_zc}\psi(x,y,z)=-\psi(x,y,z).$$

Suppose $\Theta\psi$ were just $\lambda\psi$. Then $\Theta^2\psi=\Theta(\lambda\psi)=\lambda^*\Theta\psi=|\lambda|^2\psi$, which cannot equal $-\psi$. Hence $\psi$ and $\Theta\psi$ are two independent states at one energy and one $\mathbf k$. Levels on this face come in pairs, and the lowest two bands meet over all of it.

**Q:** Then how many electrons does the first Brillouin zone hold, so that we have a unit?

**A:** One per atom. A crystal of $N$ cells has $N$ Bloch vectors in the zone. With two spin states they hold $2N$ electrons, and there are $2N$ atoms. The zone volume is the base area $|\mathbf b_1\times\mathbf b_2|=g^2\sin60^\circ$ times $h$:

$$V_B=\frac{\sqrt3}{2}g^2h.$$

A region of volume $V$ therefore holds $V/V_B$ electrons per atom.

**Q:** Removing the (001) faces should simply let the zone grow to the (002) planes. That doubles the height and gives two electrons per atom. Where is the difficulty?

**A:** The prism you describe has the right sides and the right ends, but allowed {101} planes cut its rims.

Write $\mathbf k=(\mathbf q,k_z)$, with $\mathbf q$ in the basal plane. The six {100} planes confine $\mathbf q$ to a regular hexagon whose apothem, the distance from centre to side, is $g/2$. A hexagon of apothem $p$ consists of six triangles of height $p$ and base $2p/\sqrt3$, so its area is

$$A(p)=6\cdot\frac12\cdot\frac{2p}{\sqrt3}\cdot p=2\sqrt3\,p^2.$$

The (002) planes sit at $|k_z|=h$. The prism has volume $2h\cdot2\sqrt3\,(g/2)^2=\sqrt3\,g^2h=2V_B$, as you say.

Now take $\mathbf G=\mathbf Q+\mathbf b_3$, where $\mathbf Q$ is one of the six shortest in-plane vectors. Its condition is

$$\mathbf q\cdot\mathbf Q+hk_z\le\frac{g^2+h^2}{2}.$$

Divide by $g=|\mathbf Q|$ and move the $k_z$ term to the right. The component of $\mathbf q$ along $\mathbf Q$ can be no greater than

$$p(k_z)=\frac g2+\frac{h^2}{2g}-\frac{hk_z}{g}=\frac g2-\frac hg\left(k_z-\frac h2\right).$$

For $0\le k_z<h/2$ this exceeds $g/2$, and the side faces are the stricter limit. For $h/2<k_z\le h$ it is less than $g/2$, and the hexagon shrinks as $k_z$ rises. The lower half is the mirror image.

**Q:** Does the hexagon survive until the top plane?

**A:** At $k_z=h$ its apothem is $(g^2-h^2)/(2g)$, which is positive when $h<g$. Define

$$r=\frac{h^2}{g^2}=\frac{4\pi^2}{c^2}\cdot\frac{3a^2}{16\pi^2}=\frac34\left(\frac ac\right)^2.$$

The condition is $r<1$, or $c/a>\sqrt3/2$. I assume this until we examine what happens beyond it.

**Q:** You have tried three families of planes. There are infinitely many others, and you have not shown that none of them cuts the body further.

**A:** Let me rule out the rest. Let $\mathbf G=\mathbf Q+n_3\mathbf b_3$, with $\mathbf Q$ now any in-plane lattice vector. Its squared length is $g^2(n_1^2+n_1n_2+n_2^2)$, so the nonzero lengths begin $g,\sqrt3g,2g$.

First, every $\mathbf q$ in the hexagon obeys $\mathbf q\cdot\mathbf Q\le Q^2/2$. For $Q=g$ these are the side faces. For larger $Q$, note that the hexagon corners lie at distance $(g/2)/\cos30^\circ=g/\sqrt3$. Thus $\mathbf q\cdot\mathbf Q\le Qg/\sqrt3$, and this is below $Q^2/2$ once $Q>2g/\sqrt3$, which $\sqrt3g$ satisfies.

This settles $n_3=0$. For $|n_3|\ge2$, the bound $|k_z|\le h$ gives

$$n_3hk_z\le|n_3|h^2\le\frac{n_3^2h^2}{2}.$$

Adding the in-plane inequality yields $\mathbf k\cdot\mathbf G\le G^2/2$, so these planes remove nothing.

The case $|n_3|=1$ is left. There $Q=0$ is forbidden, and $Q=g$ gives the {101} planes already used. The six vectors with $Q=\sqrt3g$ are $\pm(1,1)$, $\pm(2,-1)$ and $\pm(1,-2)$ in $(n_1,n_2)$. For all of them $n_1+2n_2$ is a multiple of 3, so they are forbidden too. For the remaining vectors, $Q\ge2g$, we have $\mathbf k\cdot\mathbf G\le Qg/\sqrt3+h^2$. This does not exceed $(Q^2+h^2)/2$ provided

$$\frac{h^2}{2}\le Q\left(\frac Q2-\frac g{\sqrt3}\right).$$

The right side grows with $Q$ in this range. Its least value, at $Q=2g$, is $2g^2(1-1/\sqrt3)\approx0.845g^2$, while the left side is below $0.5g^2$ for $h<g$. No other plane cuts the body.

**Q:** Then give me the volume, with every factor visible.

**A:** Let $s=k_z-h/2$ in the tapering part. The upper half has a straight section of height $h/2$ and a tapering section of the same height. With a factor 2 for the lower half,

$$V_J=2\left[\frac h2\cdot2\sqrt3\,\frac{g^2}{4}+2\sqrt3\int_0^{h/2}\left(\frac g2-\frac hg s\right)^2ds\right].$$

Expanding the square gives $g^2/4-hs+h^2s^2/g^2$. The integrals of $1$, $s$ and $s^2$ are $h/2$, $h^2/8$ and $h^3/24$, so

$$\int_0^{h/2}\left(\frac g2-\frac hg s\right)^2ds=\frac{g^2h}{8}-\frac{h^3}{8}+\frac{h^5}{24g^2}.$$

Inserting this,

$$V_J=\frac{\sqrt3}{2}g^2h+\frac{\sqrt3}{2}g^2h-\frac{\sqrt3}{2}h^3+\frac{\sqrt3}{6}\frac{h^5}{g^2}.$$

Division by $V_B=\frac{\sqrt3}{2}g^2h$ gives the capacity per atom:

$$n_J=\frac{V_J}{V_B}=2-r+\frac{r^2}{3}.$$

With $r=\frac34(a/c)^2$, the last term is $\frac13\cdot\frac9{16}(a/c)^4=\frac3{16}(a/c)^4$. Hence

$$n_J=2-\frac34\left(\frac ac\right)^2\left[1-\frac14\left(\frac ac\right)^2\right].$$

**Q:** What number does it give for touching spheres?

**A:** In that packing the distance between neighbouring layers' atoms equals the distance within a layer: $a^2/3+c^2/4=a^2$. Thus $c/a=\sqrt{8/3}\approx1.633$, $(a/c)^2=3/8$ and $r=9/32=0.28125$. The capacity is

$$n_J=2-0.28125+\frac{(0.28125)^2}{3}=1.745.$$

The {101} planes have cost the prism about 0.255 electrons per atom.

**Q:** And if I squash the crystal past your condition?

**A:** For $r>1$ the six sloping planes meet at a point before reaching $k_z=h$. The apothem vanishes at $s=g^2/(2h)$. Each cap is then a pyramid with base area $\frac{\sqrt3}{2}g^2$, and the two caps together have volume

$$2\cdot\frac13\cdot\frac{\sqrt3}{2}g^2\cdot\frac{g^2}{2h}=\frac{\sqrt3\,g^4}{6h}=\frac{V_B}{3r}.$$

The straight middle part contributes $V_B$, so the capacity becomes $1+1/(3r)$. My exclusion of other planes still works while $h^2/2\le0.845g^2$, or $r$ up to about 1.69. At $c/a=0.7$, where $r=1.53$, the capacity is 1.218. The formula for $r<1$ would give 1.250, because it squares a negative apothem and counts volume that does not exist. At $r=1$ both expressions give $4/3$.

## Overflow, and what it does not prove

**Q:** Before we go on, put the ingredients in one place.

**A:** The lengths are $g=4\pi/(\sqrt3a)$ and $h=2\pi/c$, with $r=h^2/g^2=\frac34(a/c)^2$. The first Brillouin zone has volume $V_B=\frac{\sqrt3}{2}g^2h$ and holds one electron per atom. The Jones zone is a hexagonal prism of volume $2V_B$ with its rims cut by {101} planes. For $c/a>\sqrt3/2$ it holds $n_J=2-r+r^2/3$ electrons per atom, or 1.745 at the ideal ratio. The gap on a face is $2|S_{\mathbf G}||u|$ to first order, where $S_{\mathbf G}$ is the structure factor and $u$ the form factor.

**Q:** The claim I have heard is that even-valent hcp metals must overflow this zone. Why would evenness matter?

**A:** It does not. Let each atom supply $Z$ valence electrons. Overflow is certain whenever $Z$ exceeds $n_J$, whatever its parity. It can also occur at smaller $Z$, if the occupied region reaches past one face while places elsewhere in the zone stay empty. Parity bears on a different question. The cell holds $2Z$ electrons, enough to fill $Z$ bands. Levels on the face $k_z=\pi/c$ come in pairs, so for odd $Z$ the last filled band would touch the next one. Without spin-orbit coupling, only even $Z$ can give an insulator in the independent-electron picture.

In the range $0<r<1$,

$$2-n_J=r\left(1-\frac r3\right)>0,$$

so two electrons per atom are already too many. This holds outside that range as well. The zone always lies within the prism, because {100} and (002) are allowed at every $c/a$. The {101} planes always remove some of it: at the middle of a top edge, where $\mathbf q=\mathbf Q/2$ with $Q=g$ and $k_z=h$, we have

$$\mathbf k\cdot\mathbf G=\frac{g^2}{2}+h^2>\frac{g^2+h^2}{2}.$$

The capacity is therefore below 2 for every axial ratio. Valences 2 and 4 overflow, and so does valence 3.

The Jones zone of an hcp crystal holds fewer than two electrons per atom at every axial ratio, so valences 2, 3 and 4 must overflow it. It remains to say what overflow means, how large it is, and whether it tells us that the crystal is a metal.
